\section*{Why low-coverage uptake fixes the sticking but not the site density}

\section*{The question}

A precursor is admitted to a clean surface during an atomic layer deposition cycle, and a microbalance records the first part of the uptake. The gas pressure is known, and the record is nearly a straight line. Why can this record not give both the sticking probability and the density of adsorption sites? What would have to be measured to separate them?

\section*{The mechanism: what an arriving molecule encounters}

Let $n(t)$ be the number of adsorbed molecules per area, calibrated absolutely, and $N$ its saturation value. The coverage is $\theta=n/N$. The surface is initially empty, all sites are alike, each holds one molecule, and adsorption is irreversible. Let $J$ be the constant impingement flux and $s_0$ the probability that a molecule striking the empty surface sticks.

The pressure fixes $J$. In atomic units, with the temperature written as an energy $\Theta$, the gas density is $p/\Theta$. Averaging the velocity towards the surface over the Maxwell distribution gives
\begin{equation}
J=\frac{p}{\Theta}\sqrt{\frac{m}{2\pi\Theta}}\int_0^\infty v\,e^{-mv^2/2\Theta}\,dv
=\frac{p}{\Theta}\sqrt{\frac{m}{2\pi\Theta}}\,\frac{\Theta}{m}
=\frac{p}{\sqrt{2\pi m\Theta}} .
\end{equation}

A molecule meets an empty site with probability $1-\theta$, and then sticks with probability $s_0$. Hence
\begin{equation}
\frac{dn}{dt}=a\left(1-\frac nN\right),\qquad a=Js_0 .
\label{eq:rate}
\end{equation}
The site density enters only through the chance of meeting a site that is already taken. On an empty surface there is none to meet, so the initial rate contains no $N$.

This depends on what is called sticking. If each site is given a reaction cross-section $\sigma$, then $s_0=\sigma N$ and $a=J\sigma N$. Doubling $N$ at fixed $\sigma$ doubles the slope; doubling $N$ at fixed $s_0$ leaves it unchanged. In both descriptions one measured slope supplies one number. With $J$ known, that number is $s_0$, so the sticking probability is determined and $N$ is not. In the per-site description only the product $\sigma N$ is determined. If $J$ is unknown too, the slope gives only $Js_0$.

\section*{The formula: where saturation enters}

Dividing equation~\eqref{eq:rate} by $N$ and separating variables gives $d\theta/(1-\theta)=(a/N)\,dt$. Integration from $\theta=0$ gives $-\ln(1-\theta)=at/N$, so
\begin{equation}
n(t)=N\left(1-e^{-at/N}\right)=at-\frac{a^2t^2}{2N}+\frac{a^3t^3}{6N^2}-\dots
\label{eq:uptake}
\end{equation}
The first term has no $N$; the second is the first to carry it.

Random impacts on discrete sites show the same behaviour without using the rate equation. For a dose $at=0.04\,\mathrm{nm^{-2}}$, surfaces with 4 and 8 sites per $\mathrm{nm^2}$ took up 0.0401 and $0.0399\,\mathrm{nm^{-2}}$, equal within the sampling scatter. For a dose of $2\,\mathrm{nm^{-2}}$ they took up 1.576 and $1.774\,\mathrm{nm^{-2}}$. The sticking probability was the same on both.

The curvature can be read more generally. Let $dn/dt=a f(\theta)$, with $f(0)=1$ and $f'(0)=-\kappa$. The chain rule gives $\ddot n=a f'(\theta)\,\dot n/N$. At $t=0$, where $\dot n=a$,
\begin{equation}
\ddot n(0)=-\frac{\kappa a^2}{N},\qquad
-\frac{\dot n(0)^2}{\ddot n(0)}=\frac{N}{\kappa}.
\label{eq:ratio}
\end{equation}
The flux cancels from this ratio, so an error in pressure changes the inferred $s_0$ but not the inferred density. The ratio yields $N$ itself only if $\kappa$ is known; for equation~\eqref{eq:rate}, $\kappa=1$. The calibration matters as well: for a signal $gn$ with unknown $g$, the same ratio is $gN/\kappa$.

A noiseless record of any finite length would contain the curvature and so determine $N$ within the Langmuir model. The statement that low-coverage uptake cannot give $N$ is therefore exact for the slope alone. For a real record it is a statement about noise.

\section*{How noise hides the curvature}

Take $M$ evenly spaced readings over a time $T$, each with independent noise of standard deviation $\delta$, and assume that the baseline and the starting time are known exactly. Define the reduced dose $x=aT/N$ and write $c=1/N$. For small $x$, equation~\eqref{eq:uptake} gives the leading sensitivities
\begin{equation}
\frac{\partial n}{\partial a}\simeq t,\qquad
\frac{\partial n}{\partial c}\simeq-\frac{a^2t^2}{2}.
\end{equation}
For large $M$ the averages of $t^2$, $t^3$ and $t^4$ over the record are $T^2/3$, $T^3/4$ and $T^4/5$. The least-squares information matrix for $(a,c)$ is then
\begin{equation}
I=\frac{M}{\delta^2}
\begin{pmatrix}
T^2/3 & -a^2T^3/8\\
-a^2T^3/8 & a^4T^4/20
\end{pmatrix},
\qquad
\det I=\frac{M^2a^4T^6}{\delta^4}\left(\frac1{60}-\frac1{64}\right)
=\frac{M^2a^4T^6}{960\,\delta^4}.
\end{equation}
The inverse matrix contains the variances and the covariance:
\begin{align}
\operatorname{var}a&=\frac{I_{cc}}{\det I}=\frac{48\,\delta^2}{MT^2}, &
\operatorname{var}c&=\frac{I_{aa}}{\det I}=\frac{320\,\delta^2}{Ma^4T^4},\\
\operatorname{cov}(a,c)&=-\frac{I_{ac}}{\det I}=\frac{120\,\delta^2}{Ma^2T^3}.
\end{align}
Dividing the standard deviations by $a$ and by $c=1/N$, and using $aT=xN$, gives
\begin{equation}
\frac{\Delta a}{a}=\sqrt{\frac{48}{M}}\,\frac{\delta}{N}\,\frac1x,
\qquad
\frac{\Delta c}{c}=\sqrt{\frac{320}{M}}\,\frac{\delta}{N}\,\frac1{x^2}.
\label{eq:errors}
\end{equation}
At fixed $M$, halving the dose doubles the relative error of the slope and quadruples that of the inverse site density. While the latter is small it is also the relative error of $N$. The correlation of $a$ and $c$ is $120/\sqrt{48\cdot320}=\sqrt{15}/4\approx0.968$: a slightly steeper line with more bending resembles the original curve.

The per-site description makes the degeneracy plainer. Since $\ln\sigma=\ln a-\ln J-\ln N$ and $\ln a$ is well determined, an error in $\ln N$ is answered by an almost equal and opposite error in $\ln\sigma$.

The part of the curvature that a changed slope cannot imitate can also be calculated. Suppose the fit assumes a wrong density $N'$. To leading order the discrepancy is $\tfrac12a^2(1/N-1/N')t^2$ in magnitude. Refitting the slope removes its projection on $t$. What remains of $t^2$ has mean square
\begin{equation}
\frac{T^4}{5}-\frac{(T^3/4)^2}{T^2/3}=\frac{T^4}{80},
\end{equation}
so the remaining root-mean-square misfit is
\begin{equation}
r=\frac{a^2T^2}{2\sqrt{80}}\left|\frac1N-\frac1{N'}\right|
=\frac{Nx^2}{2\sqrt{80}}\left|1-\frac N{N'}\right|.
\label{eq:misfit}
\end{equation}

Ignoring saturation altogether has a cost too. A straight line through the origin has the least-squares slope
\begin{equation}
\frac{\int_0^T t\,n\,dt}{\int_0^T t^2\,dt}
\simeq a-\frac{a^2}{2N}\,\frac{T^4/4}{T^3/3}
=a\left(1-\frac{3x}{8}\right).
\end{equation}
It underestimates the sticking even though the record looks straight.

\section*{The number: a short precursor dose}

Take trimethylaluminium on hydroxylated alumina at 473 K and 0.001 Torr, with $s_0=0.001$, $N=4\,\mathrm{nm^{-2}}$ and $\delta=0.02\,\mathrm{nm^{-2}}$. The material parameters are rough typical values. The flux is $1.289\times10^{-16}$ atomic units, or $1902\,\mathrm{nm^{-2}\,s^{-1}}$. Thus
\begin{equation}
a=1902\times0.001=1.90\,\mathrm{nm^{-2}\,s^{-1}},\qquad
\frac Na=\frac{4}{1.90}=2.10\,\mathrm{s}.
\end{equation}
A record with $x=0.1$ lasts 0.21 s. Let it contain 100 readings.

At its end the uptake is $0.381\,\mathrm{nm^{-2}}$. With $N=8\,\mathrm{nm^{-2}}$ and the same $a$ it would be $0.390\,\mathrm{nm^{-2}}$. The difference is about half the noise of one reading. Once the slope is refitted, the misfit of the doubled density falls to $0.0011\,\mathrm{nm^{-2}}$, in agreement with equation~\eqref{eq:misfit}. Over 100 readings this amounts to $\sqrt{100}\times0.0011/0.02\approx0.55$ standard deviations, too little to reject a factor of two in $N$.

Equation~\eqref{eq:errors} gives
\begin{align}
\frac{\Delta a}{a}&=\sqrt{0.48}\times\frac{0.005}{0.1}=3.5\,\%,\\
\frac{\Delta c}{c}&=\sqrt{3.2}\times\frac{0.005}{0.01}=89\,\%.
\end{align}
The information matrix of the full exponential gives 3.6\,\% and 91\,\%, and 1500 noisy fits scatter by 3.5\,\% and 89\,\%. In 13\,\% of those fits the best $1/N$ is zero or negative, so no finite positive site density is found. In the linearised error analysis, the correlation of $\ln\sigma$ and $\ln N$ is $-0.99995$. A straight-line fit to the noiseless curve gives a slope 3.7\,\% too low, a bias about as large as the random error of $a$ in the two-parameter fit. The random error of the straight-line slope itself is only $\sqrt{3/M}\,\delta/(Nx)=0.87\,\%$, so there the bias is about four times larger.

More readings help slowly. Reducing the 91\,\% to 10\,\% at this dose needs about $100\times(9.07)^2\approx8200$ independent readings. Extending the dose to $x=0.305$ achieves it with the original 100. If the baseline or the starting time must be fitted as well, the errors at $x=0.1$ rise to about 7\,\% and 134\,\%, and the dose needed rises to about $x=0.37$. At $x=3$ the errors are 0.29\,\% for $a$ and 0.16\,\% for $N$: the record now approaches the plateau, whose height is $N$ itself.

\section*{When the bending is not site filling}

A precise curvature can still give a wrong density. The first four cases below keep the initial rate $a$ of the example and use an assumed strength for one added effect; the last is a separate lattice model. The apparent densities are those given by the initial curvature; except for desorption, where the curve stays exponential, a Langmuir fit to a record of finite length returns other values that drift towards the plateau. In the mobile-precursor case below, $8\,\mathrm{nm^{-2}}$ becomes 7.0 at $x=0.3$ and 4.2 at $x=3$.

\emph{Mobile precursor.} If molecules landing on occupied sites can still find empty ones, the Kisliuk law is
\begin{equation}
f(\theta)=\frac{1-\theta}{1-\theta+K\theta},\qquad
f'(0)=-1-(K-1)=-K .
\end{equation}
Equation~\eqref{eq:ratio} then returns $N/K$. For $K=0.5$ the apparent density is $8\,\mathrm{nm^{-2}}$.

\emph{Desorption.} A loss term $-kn$ changes the rate to $a-a(1/N+k/a)n$. The apparent inverse density is $1/N+k/a$. With $k=0.05\,\mathrm{s^{-1}}$ the apparent density is $3.6\,\mathrm{nm^{-2}}$.

\emph{Unequal sites.} For independent groups with initial rates $a_i$ and densities $N_i$, the curvatures add:
\begin{equation}
N_{\rm app}=\frac{\left(\sum_i a_i\right)^2}{\sum_i a_i^2/N_i}\le\sum_i N_i .
\end{equation}
The inequality is that of Cauchy and Schwarz, with equality when $a_i$ is proportional to $N_i$. Groups of 1 and $3\,\mathrm{nm^{-2}}$ sharing the initial rate equally appear as $3\,\mathrm{nm^{-2}}$.

\emph{Changing mass per molecule.} Trimethylaluminium releases methane as it reacts with hydroxyl groups. If less is released at higher coverage, the mean retained mass grows, say as $1+\beta\theta$. The mass signal is proportional to $n+\beta n^2/N$, whose initial second derivative is $-(1-2\beta)a^2/N$. For $\beta=0.2$ the apparent density is $N/(1-2\beta)=6.7\,\mathrm{nm^{-2}}$.

\emph{Blocked neighbours.} Let dimers adsorb irreversibly on pairs of adjacent sites of a square lattice, without moving. There are two such pairs, or bonds, per site, and an isolated dimer blocks seven: its own and three more at each end. The available fraction begins as $1-7n/2$, with $n$ in dimers per site, so the curvature gives $2/7\approx0.286$. Random deposition until no pair is free gives 0.453. The early curve measures blocking, not the final capacity.

The simulated curvature gave 0.302, 6\,\% above $2/7$. It was taken at a mean of $y=0.01$ attempts per bond, where the next term matters. The available fraction is $1-7y+(49/2+9)y^2$: the $49/2$ comes from expanding $e^{-7y}$, and the 9 from 18 ways in which an earlier dimer prevents a blocking one, each with probability $y^2/2$. Integrating reduces the leading uptake deficit per bond, $7y^2/2$, by the fraction $67y/21$, or 3.2\,\%, and raises the expected value to 0.295. The remaining 2\,\% is compatible with sampling scatter: 100 lattices of $300\times300$ sites give about 5000 blocked attempts, hence a scatter of about 1.3\,\%, so this run lies a little under two standard deviations high.

\section*{What a real reactor changes}

The model assumes that the pressure is constant from the first instant. A real valve needs time to open and the chamber to fill. With an assumed exponential rise of time constant 0.05 s, fitting the noiseless $x=0.1$ record against time gives $1/N=-6.5\,\mathrm{nm^2}$ instead of $+0.25\,\mathrm{nm^2}$. The growing flux bends the curve upwards and overwhelms saturation. Since $dn/dt=s_0J(t)(1-n/N)$, dividing by $J(t)$ restores the Langmuir law with the accumulated exposure $\int J\,dt$ as the variable. Fitted in this way, the same data return $0.25\,\mathrm{nm^2}$. This requires the pressure at the surface to be recorded with sufficient time resolution.

The example is favourable in another respect. One hundred independent readings in 0.21 s are a demanding rate for a microbalance, and the assumed noise corresponds to $0.13\,\mathrm{ng/cm^2}$ if two methane molecules leave per adsorbed precursor. The pressure is low for a production pulse; a higher one shortens the record at the same $x$ and makes the valve more troublesome.

Other neglected effects are easier to place. If the gas arrives at 300 K instead of 473 K at the same pressure, and still consists of monomers, the flux is 1.26 times larger, and using the 473 K value overestimates $s_0$ by 26\,\%. The density from equation~\eqref{eq:ratio} is unaffected. In free molecular flow from an ample supply, removing a fraction $s_0$ of the returning molecules lowers the gas density at the wall by $s_0/2=5\times10^{-4}$ of its value, which is negligible. This does not carry over to a reactor with carrier gas. If the precursor must diffuse across a layer of thickness $L$, the flux falls by the fraction $z/(1+z)$ with $z=s_0\bar vL/4D$, about 6\,\% for $L=1$ cm in 1 Torr of nitrogen ($\bar v\approx370$ m/s, $D\approx140\,\mathrm{cm^2/s}$). The supply can also run short: with 2.5 cm of gas depth per wall area, the gas holds only $0.5\,\mathrm{nm^{-2}}$, comparable to the uptake of the record, so adsorbing walls lower the pressure unless it is replenished. With a rough dissociation energy of 0.9 eV and entropy of 0.0019 eV/K, the gas at 473 K contains about $10^{-6}$ dimers per monomer in equilibrium. At 300 K the same values give about one dimer for every three monomers; a change of $\pm0.02$ eV in the rough energy moves this ratio between about 0.2 and 0.6. For cold trimethylaluminium the factor 1.26 therefore cannot be used alone: the monomer flux must be found from the dimer equilibrium, or from the actual composition if the gas has not reached it.

To separate sticking from site density, the dose should therefore reach visible saturation, preferably the plateau, with the exposure measured independently. A plateau gives the capacity without a blocking law, provided that adsorption is irreversible, the dose is long enough for the slowest sites, and the mass per adsorbed molecule is known. The initial slope then supplies the sticking. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 473 K; pressure: 0.001 Torr
Molecular mass: 72.09 u; sticking s0: 0.0010
Site density N: 4.0 nm^-2; noise: 0.020 nm^-2
Noise as mass, two CH4 lost: 0.133 ng/cm2
Number of readings: 100
Flux J, atomic units: 1.2886e-16
Flux J: 1902.3 nm^-2 s^-1; by quadrature: 1902.3
Initial slope a: 1.9023 nm^-2 s^-1
Filling time N/a: 2.103 s
Cross-section s0/N: 2.50e-04 nm^2
Impacts, N=4: dose 0.04 -> 0.0401 nm^-2
Impacts, N=4: dose 2.00 -> 1.5759 nm^-2
Impacts, N=8: dose 0.04 -> 0.0399 nm^-2
Impacts, N=8: dose 2.00 -> 1.7741 nm^-2
Low-dose record: x = 0.10, T = 0.210 s
Final uptake, N=4: 0.3807 nm^-2
Final uptake, N=8: 0.3902 nm^-2
Rms misfit of N=8 after slope refit: 0.00109 nm^-2
Small-x formula for that misfit: 0.00112 nm^-2
Straight-line slope / true slope: 0.9635
x=0.1: error a 3.58 %, error N 90.70 %
x=0.3: error a 1.27 %, error N 10.36 %
x=1.0: error a 0.48 %, error N 1.03 %
x=3.0: error a 0.29 %, error N 0.16 %
Small-x formulas at x=0.1: a 3.46 %, N 89.44 %
Correlation of a and 1/N as x->0: 0.9682
Correlation of ln sigma and ln N, x=0.1: -0.99995
Noisy fits: scatter a 3.47 %, 1/N 89.3 %
Noisy fits with no positive finite N: 13.4 %
Dose x for 10 % error in N: 0.305
Readings for 10 % error in N at x=0.1: 8227
Apparent N, Langmuir: 4.000 nm^-2
Apparent N, Kisliuk K=0.5: 8.000 nm^-2
Apparent N, desorption 0.05 s^-1: 3.619 nm^-2
Apparent N, sites 1+3 nm^-2: 3.000 nm^-2
Apparent N, mass drift beta=0.2: 6.667 nm^-2
Pressure rise 0.05 s, fit in time: 1/N = -6.535 nm^2
Same data, fit in exposure: 1/N = 0.2500 nm^2
Lattice dimers, jammed density: 0.4527 per site
Lattice dimers, from curvature: 0.3023 per site
Lattice dimers, predicted 2/7: 0.2857 per site
Flux ratio, gas at 300 K versus 473 K: 1.256
Rough dimer energy: 0.9 eV
Rough dimer entropy: 0.0019 eV/K
Gas dimer/monomer ratio, rough: 1.4e-06
Near-wall flux correction s0/2: 5.0e-04
\end{verbatim}
